\section*{Finite screening in both electrodes sets a thickness-independent EOT penalty, part 2}

A planar capacitor has a film of thickness $d$ and relative permittivity $\varepsilon_i$ between two real metals, $j=1,2$. Charge in the metals occupies layers of finite depth, which costs capacitance. The question is whether this cost persists as the film is thinned.

The electrodes carry charges $\pm\sigma$ per area, and the film drop is $\sigma d/(\varepsilon_0\varepsilon_i)$. The voltage $V$ is counted from flat band, where both metals are neutral and the film has no field. The equivalent oxide thickness is $\mathrm{EOT}=3.9\,\varepsilon_0V/\sigma$, with $C/A=\sigma/V$.

Each metal is a free-electron gas in Thomas--Fermi theory, with neutral density $n_j=k_F^3/(3\pi^2)$, Fermi energy $E_j=\hbar^2k_F^2/(2m)$ from the band bottom, and background permittivity $\varepsilon_j$. The electron charge is $-e$. At depth $s$ from the film, $\psi(s)$ is the potential relative to the neutral interior, and the charge per area is $\sigma_j=\varepsilon_0\varepsilon_j\psi'(0)$. The local density is $n_j(1+e\psi/E_j)^{3/2}$. For small $\psi$, $\psi''=\psi/\lambda_j^2$ with $\lambda_j^2=2\varepsilon_0\varepsilon_jE_j/(3e^2n_j)$. For thick metals this gives
\begin{equation}
\mathrm{EOT}=\frac{3.9d}{\varepsilon_i}+\Delta,\qquad
\Delta=3.9\left(\frac{\lambda_1}{\varepsilon_1}
+\frac{\lambda_2}{\varepsilon_2}\right).
\label{carry}
\end{equation}
For metals of thickness $L_j$, each term of $\Delta$ gains a factor $\coth(L_j/\lambda_j)$. The electrode share of the voltage is $\Delta/\mathrm{EOT}$, and the apparent permittivity is $3.9d/\mathrm{EOT}$.

The example uses rough parameters in the regime of zirconia between titanium nitride electrodes: $\varepsilon_i=40$, $\varepsilon_1=\varepsilon_2=4$, $n_1=5\times10^{22}$ cm$^{-3}$, $n_2=1\times10^{22}$ cm$^{-3}$, and $d=5$ nm, thinned to $3$, $2$ and $1$ nm. Then $E_1=4.949$ eV, $E_2=1.693$ eV, $\lambda_1=0.121$ nm and $\lambda_2=0.158$ nm. The metals contribute $0.118$ and $0.154$ nm to $\Delta=0.272$ nm; the total EOT at $5$ nm is $0.759$ nm.

\subsection{Removing the small-potential approximation}

At a fixed voltage a thinner film carries more charge. The linear law therefore has to be examined at finite charge. For a thick metal, the equation before linearization is
\begin{equation}
\psi''=\frac{en_j}{\varepsilon_0\varepsilon_j}
\left[\left(1+\frac{e\psi}{E_j}\right)^{3/2}-1\right].
\end{equation}
Multiply by $\psi'$. The left side is the derivative of $(\psi')^2/2$, and the right side is also a total derivative. Deep in the metal $\psi$ and $\psi'$ vanish. Integrating from there to the film, with $u=e\psi(0)/E_j$,
\begin{equation}
\frac{\psi'(0)^2}{2}=\frac{n_jE_j}{\varepsilon_0\varepsilon_j}F(u),
\qquad
F(u)=\frac25\left[(1+u)^{5/2}-1\right]-u .
\end{equation}
Insert $\psi'(0)=\sigma_j/(\varepsilon_0\varepsilon_j)$ and multiply by $\varepsilon_0\varepsilon_j/(n_jE_j)$:
\begin{equation}
\frac{\sigma_j^2}{2\varepsilon_0\varepsilon_jn_jE_j}=F(u).
\label{first}
\end{equation}
Positive $u$ means accumulated electrons, negative $u$ means depletion. The formula holds for $u\ge-1$. At $u=-1$ the electron density at the interface reaches zero and $F=3/5$; a larger positive charge would need a fully emptied layer.

For small $u$ the binomial series gives
\begin{equation}
F(u)=\frac34u^2+\frac18u^3-\frac1{64}u^4+\cdots .
\end{equation}
Let $w$ be the size of $u$ predicted by the linear theory:
\begin{equation}
w=\frac{e|\sigma_j|\lambda_j}{\varepsilon_0\varepsilon_jE_j},\qquad
w^2=\frac{2\sigma_j^2}{3\varepsilon_0\varepsilon_jn_jE_j}
=\frac43F(u).
\end{equation}
The second relation uses the definition of $\lambda_j^2$ and then \eqref{first}. Hence
\begin{equation}
w^2=u^2+\frac{u^3}{6}-\frac{u^4}{48}+\cdots .
\end{equation}
Put $z=+w$ for accumulation and $z=-w$ for depletion, and try $u=z+\alpha z^2+\beta z^3$. Matching the terms in $z^3$ and $z^4$ gives
\begin{align}
2\alpha+\frac16&=0,\\
\alpha^2+2\beta+\frac\alpha2-\frac1{48}&=0.
\end{align}
Thus $\alpha=-1/12$ and $\beta=1/36$, so that
\begin{equation}
|u|=w\mp\frac{w^2}{12}+\frac{w^3}{36}+\cdots,
\label{series}
\end{equation}
with the upper sign for accumulation. Accumulated electrons raise the local density of states and screen slightly better; depletion does the opposite.

With metal 1 positive, and hence depleted, the penalty defined by the ratio $V/\sigma$ becomes, to first order in $w_j$,
\begin{equation}
\Delta(\sigma)=3.9\left[
\frac{\lambda_1}{\varepsilon_1}\left(1+\frac{w_1}{12}\right)
+\frac{\lambda_2}{\varepsilon_2}\left(1-\frac{w_2}{12}\right)\right].
\label{finite}
\end{equation}
For identical metals the first-order terms cancel, leaving a relative increase of $w^2/36$. For a small signal on top of the bias, the drop must be differentiated with respect to $\sigma$. Since $w\propto|\sigma|$, each $w/12$ in \eqref{finite} then becomes $w/6$.

\subsection{Thinning at a fixed half volt}

Apply $0.5$ V to the $5$ nm capacitor with metal 1 positive. The linear drops are the voltage times each metal's share of the EOT:
\begin{align}
0.5\times0.1178/0.7592&=0.078\ {\rm V},\\
0.5\times0.1540/0.7592&=0.101\ {\rm V}.
\end{align}
Dividing by the Fermi energies, $4.949$ and $1.693$ eV, gives $w_1=0.016$ and $w_2=0.060$. Equation \eqref{finite} changes the penalty by
\begin{equation}
\frac{0.118\times0.016-0.154\times0.060}{12}\ {\rm nm}
=-0.0006\ {\rm nm}.
\end{equation}
The poorer metal decides the sign. Solving \eqref{first} for both metals together with the film gives $0.2711$ nm, compared with the linear $0.2717$ nm. With metal 2 positive the result is $0.2724$ nm. The extra digits serve only to resolve this shift within the model.

At $1$ nm and the same voltage, the charge has risen from $2.28$ to $4.69\ \mu$C/cm$^2$. The two penalties are then $0.2705$ and $0.2731$ nm. The shift has grown with the charge, from about 0.2\% of $\Delta$ at $5$ nm to about half a percent at $1$ nm. In this model the penalty thus persists at finite bias too, though it is no longer strictly constant. As a test, the full nonlinear stack was solved at $0.5$ V for films of $5$, $3$, $2$ and $1$ nm in both polarities; its charges agree with those from the first integral to within $3$ parts in $10^4$.

\subsection{Temperature and density of states}

Heat smears the Fermi edge. Let $\mu$ be the chemical potential from the band bottom and $\tau=k_BT/E_j\ll1$. The low-temperature expansion of an energy average over the edge is $g(\mu)+(\pi^2/6)(k_BT)^2g''(\mu)$. For $g=\epsilon^{3/2}$, which gives the density, and $g=\epsilon^{1/2}$, which gives $dn/d\mu$, this yields
\begin{align}
n&\propto\mu^{3/2}\left(1+\frac{\pi^2\tau^2}{8}\right),\\
\frac{dn}{d\mu}&\propto\mu^{1/2}\left(1-\frac{\pi^2\tau^2}{24}\right).
\end{align}
At fixed $n$ the first line requires $\mu=E_j(1-\pi^2\tau^2/12)$. The factor $\mu^{1/2}$ then supplies another $-\pi^2\tau^2/24$, so $dn/d\mu$ falls by the fraction $\pi^2\tau^2/12$. Because $\lambda_j\propto(dn/d\mu)^{-1/2}$, the length grows by the fraction $\pi^2\tau^2/24$. For metal 2 at $358$ K this is $1.4\times10^{-4}$, which is negligible here.

The density of states matters far more. If it is doubled in both metals at fixed $\varepsilon_j$, each $\lambda_j$ falls by $\sqrt2$ and $\Delta$ becomes $0.192$ nm. The background permittivity is equally important: $\lambda_j/\varepsilon_j\propto\varepsilon_j^{-1/2}$ at fixed density of states, so replacing the assumed value $4$ by $1$ would double $\Delta$.

\subsection{Replacing the sharp metal edge}

Thomas--Fermi theory treats electrons as if their response at a point depended on the potential there alone. The products $k_F\lambda_j$ are $1.4$ and $1.1$, so the potential varies over a distance comparable with $1/k_F$. The approximation is not controlled by a small parameter in this example. Electron waves also change the density of states at the surface and leave tails in the film.

To estimate the last two effects, place the film's conduction band an energy $\Phi$ above the Fermi level and give it the effective mass $m_bm$. A wave at the Fermi energy has normal wavevector $k=k_Fc$, with $0\le c\le1$, and transverse wavevector squared $k_F^2-k^2$. Conservation of energy and transverse wavevector gives its decay constant in the film:
\begin{equation}
\kappa^2=\frac{2m_bm\Phi}{\hbar^2}+k_F^2-k^2.
\end{equation}
Write the wave as $\sqrt2\sin(ks+\delta)$ in the metal and $\sqrt2\sin\delta\,e^{-\kappa|s|}$ in the film. Continuity of its slope divided by mass gives $\tan\delta=m_bk/\kappa$. Equal areas of the Fermi sphere correspond to equal intervals of $c$. Relative to the bulk, the local density of states is therefore
\begin{equation}
g(s)=\int_0^1dc
\begin{cases}
2\sin^2(ks+\delta),&s\ge0,\\
2\sin^2\delta\,e^{-2\kappa|s|},&s<0.
\end{cases}
\end{equation}
Inserted in linear screening, it gives
\begin{equation}
(\varepsilon\psi')'=K g\psi,\qquad K=\frac{\varepsilon_j}{\lambda_j^2},
\label{surface}
\end{equation}
where $\varepsilon$ is $\varepsilon_j$ in the metal and $\varepsilon_i$ in the film.

With $\Phi=2.0$ eV and $m_b=0.3$, $g(0)$ is $0.13$ for metal 1 and $0.08$ for metal 2. The penalties become $0.138$ and $0.207$ nm, in total $0.345$ nm, or 27\% above the sharp-edge value.

The reason for the rise follows from \eqref{surface}. Choose $\psi>0$ and hold the incoming displacement $D>0$ fixed at a point $p$ in the film. Vary $g$ by $\delta g$, multiply the varied equation by $\psi$ and the original by $\delta\psi$, subtract, and integrate. The boundary terms leave
\begin{equation}
\frac{D}{\varepsilon_0}\,\delta\psi(p)
=-\int K\,\delta g\,\psi^2\,ds .
\end{equation}
Adding density of states in the film tails lowers the voltage and hence the penalty. The net rise must therefore come from the changed density of states on the metal side, which is strongly reduced at the interface.

The longest density tail, $1/(2\kappa)$ at $c=1$, is $0.13$ nm. Moving the point $p$ from $2$ to $3$ nm into the film changes the penalty of either interface by less than $10^{-4}$ nm. The estimated penalty is thus also independent of film thickness while the tails from the two sides do not overlap appreciably. The estimate is not self-consistent and retains a local response. It also places the wall at the edge of the positive background, although the electron waves are depleted there. In a neutral metal the background would end somewhat inside the wall. If the film, with its high permittivity, is taken to begin at that edge, the penalty is lower and can fall below the sharp-edge value. The estimate therefore shows that surface effects matter, but it settles neither the size nor the sign of the correction for a real interface.

\subsection{Where thinning stops}

The formal limit $d\to0$ of \eqref{carry} is $12.7\ \mu$F/cm$^2$. It is not a usable capacitor, because electrons tunnel through the film. For an estimate, use a mean barrier $\Phi-eV/2$, its decay constant $\kappa_0$ at zero transverse wavevector $q$, and the transmission $\exp[-2d(\kappa_0^2+q^2)^{1/2}]$. Each channel conducts $e^2/h$ times its transmission, and two spins give $q\,dq/\pi$ channels per area. With $p=(\kappa_0^2+q^2)^{1/2}$ and $q\,dq=p\,dp$,
\begin{align}
J&=\frac{e^2V}{\pi h}\int_{\kappa_0}^{\infty}p\,e^{-2dp}\,dp\\
&=\frac{e^2V}{h}\,\frac{2\kappa_0d+1}{4\pi d^2}\,e^{-2\kappa_0d}.
\end{align}
The matching factor at the interfaces is set to one, so this is an order of magnitude for the assumed $\Phi=2.0$ eV and $m_b=0.3$. Only direct tunnelling is counted; conduction through defects in a real film adds to the current and shortens the times below. At $0.5$ V it gives $2\times10^{-8}$ A/cm$^2$ for $5$ nm and $0.08$ A/cm$^2$ for $3$ nm. Dividing the stored charge by these currents gives about $10^2$ s and $4\times10^{-5}$ s. Against a refresh interval of roughly tens of milliseconds, the $3$ nm film fails in this estimate. The thickness at which this happens depends strongly on the assumed barrier and mass, because the exponent $2\kappa_0d$ is $37$ at $5$ nm and $22$ at $3$ nm. The same formula gives nearly a second for $3$ nm with $\Phi=2.5$ eV and $m_b=0.5$, and only about $2$ ms for $5$ nm with $\Phi=1.5$ eV and $m_b=0.2$. The $2$ and $1$ nm entries illustrate the series law, not working cells.

Breakdown is less restrictive at this voltage. The film field rises from $0.64$ MV/cm at $5$ nm to $1.3$ MV/cm at $1$ nm, below the assumed rough breakdown field of $4$ MV/cm. Perfect metals would put $5$ MV/cm across the $1$ nm film; the electrode drops take up the difference.

\subsection{Beside a real cell}

Zirconia-based memory capacitors with titanium nitride electrodes have films of roughly $5$ nm and an EOT of roughly half a nanometre. The model's $0.76$ nm is clearly larger, so its electrodes should not be read as a description of a good cell. The density $n_2$ was chosen low for comparison, not taken from a measured electrode, and $\varepsilon_j=4$ is an assumption. Titanium nitride also breaks the free-electron assumption, since its states at the Fermi level have strong $d$ character. The doubled density of states above is an example of how such an error acts, not a bound on it: it lowers the total EOT at $5$ nm to about $0.68$ nm. Real films may also contain interlayers, and cells use curved electrodes, which this planar calculation leaves out.

Within the model, replacing metal 2 by a second copy of metal 1 lowers $\Delta$ to $2\times0.118=0.236$ nm. At fixed $d$ and $\varepsilon_i$, this saves $0.036$ nm of EOT, as much as removing $40\times0.036/3.9=0.4$ nm of film. Unlike thinning, it does not shorten the tunnelling path. The comparison assumes that the new metal leaves the barrier, the film and its interface unchanged.

\section*{Table of computed values}
\begin{verbatim}
film permittivity 40, bias 0.5 V
metal 1: density 5.0e+22 cm^-3, background permittivity 4
  Fermi energy 4.949 eV, k_F 11.40 nm^-1
  screening length 0.1208 nm, k_F*length 1.38
  length/permittivity 0.03019 nm, EOT penalty 0.1178 nm
metal 2: density 1.0e+22 cm^-3, background permittivity 4
  Fermi energy 1.693 eV, k_F 6.67 nm^-1
  screening length 0.1579 nm, k_F*length 1.05
  length/permittivity 0.03948 nm, EOT penalty 0.1540 nm
total EOT penalty, formula: 0.2717 nm
d nm | film EOT nm | total EOT nm | C uF/cm^2 | electrode share
5 | 0.4875 | 0.7592 | 4.548 | 0.358
3 | 0.2925 | 0.5642 | 6.120 | 0.482
2 | 0.1950 | 0.4667 | 7.398 | 0.582
1 | 0.0975 | 0.3692 | 9.352 | 0.736
formal zero-thickness capacitance 12.71 uF/cm^2
d nm | apparent permittivity | penalty from full stack nm
5 | 25.68 | 0.2717
3 | 20.74 | 0.2717
2 | 16.71 | 0.2717
1 | 10.56 | 0.2717
at full bias: d nm | penalty nm, metal 1 positive | metal 2 positive
5 | 0.2711 | 0.2724
3 | 0.2709 | 0.2726
2 | 0.2708 | 0.2728
1 | 0.2705 | 0.2731
metal 1 positive: d nm | charge uC/cm^2 | film field MV/cm
5 | 2.276 | 0.643
3 | 3.064 | 0.865
2 | 3.707 | 1.047
1 | 4.691 | 1.325
rough breakdown field 4 MV/cm
penalty if metals are 0.30 nm thick 0.2804 nm
penalty with doubled density of states 0.1921 nm
relative change of metal 2 length at 358 K: 1.37e-04
barrier 2.0 eV, film mass 0.3 m_e
longest density tail in film 0.126 nm
metal 1: surface density of states / bulk 0.126, penalty 0.1377 nm
metal 2: surface density of states / bulk 0.081, penalty 0.2068 nm
total penalty with surface estimate 0.3445 nm
tunnel current at 5 nm, order of size: 1.8e-08 A/cm^2
tunnel current at 3 nm, order of size: 8.5e-02 A/cm^2
tunnel current at 2 nm, order of size: 2.2e+02 A/cm^2
tunnel current at 1 nm, order of size: 7.7e+05 A/cm^2
\end{verbatim}
